**Solid-phase epitaxy: net velocity from opposing interface rates**

The program examines $v=\delta k_f[1-\exp(-\Delta g/kT)]$, where $\delta$ is the mean advance per atom, $k_f$ the forward rate per site and $\Delta g$ the free energy released per crystallized atom. It asserts that the drift and variance from a master equation agree with the rate formulas, and that the small-drive drift agrees with the Einstein relation. First-passage times in an asymmetric double well must reproduce the free-energy ratio and differ from the energy-only ratio. The numerical steady state of a three-atom cycle must follow the factor with $3\Delta g$, not $\Delta g$, and carry no flux at $\Delta g=0$. The apparent activation energy is compared with a finite difference. For rough silicon inputs at 600 °C the output gives a driving factor of 0.752, a speed of 0.79 nm/s and an apparent activation energy of 2.66 eV. The last section of the output estimates neglected effects; these are model estimates, not measurements.

## Verification by program

```python
"""
Result under test: velocity of a crystal/amorphous interface,
    v = delta * kf * (1 - exp(-dg/kT)),
delta : interface advance per atom, averaged over the interface
kf, kr: amorphous->crystal and crystal->amorphous rates per site
dg    : free energy released per atom crystallized, dg = dh - T*ds
For a repeating event of n atoms the exponent contains n*dg.
Material inputs are rough typical values for silicon.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, trapezoid, quad
from scipy.linalg import expm
from scipy.optimize import brentq

kB = sc.k / sc.e                      # eV/K
a = sc.physical_constants["lattice parameter of silicon"][0]
omega = a**3 / 8                      # volume per atom, m^3
site_area = a**2 / 2                  # area per atom in a (100) layer, m^2
delta = omega / site_area             # m
nu = 1.0e13                           # attempt frequency, 1/s
S_act = 8.0                           # activation entropy, units of k
H_act = 2.70                          # activation enthalpy, eV
dh = 0.12                             # crystallization enthalpy, eV/atom
ds = 0.20                             # entropy difference, k/atom
T0 = 873.15                           # K
layer = 100e-9                        # m


def drive(T):
    return (dh - ds * kB * T) / (kB * T)


def forward_rate(T):
    return nu * np.exp(S_act - H_act / (kB * T))


def velocity(T):
    return delta * forward_rate(T) * (-np.expm1(-drive(T)))


x0 = drive(T0)
kT = kB * T0
kf = forward_rate(T0)
kr = kf * np.exp(-x0)
v0 = velocity(T0)
factor = -np.expm1(-x0)


# Drift and variance from the master equation of the interface position.
def walk_moments(x, time=30.0, size=181, start=70):
    up, down = 1.0, np.exp(-x)
    W = np.zeros((size, size))
    for i in range(size - 1):
        W[i + 1, i] += up
        W[i, i] -= up
        W[i, i + 1] += down
        W[i + 1, i + 1] -= down
    p = expm(W * time)[:, start]
    pos = np.arange(size) - start
    mean = p @ pos
    return mean / time, (p @ pos**2 - mean**2) / time


drift, spread = walk_moments(x0)
assert abs(drift / factor - 1) < 1e-6
assert abs(spread / (1 + np.exp(-x0)) - 1) < 1e-6
# Einstein relation: equilibrium diffusion predicts the small-drive drift.
x_small = 0.01
drift_small = walk_moments(x_small)[0]
diffusion = walk_moments(0.0)[1] / 2
assert abs(drift_small / (diffusion * x_small) - 1) < 0.01

# Rate ratio from first-passage times in a double well (energies in kT).
# Left well: amorphous. Right well: crystal, deeper and wider.
barrier, depth, width = 12.0, 0.8, 1.8
q = np.linspace(-2.2, 4.0, 62001)
U = np.where(q < 0, barrier * (q**2 - 1)**2,
             (barrier + depth) * ((q / width)**2 - 1)**2 - depth)
weight = np.exp(-U)
left_sum = cumulative_trapezoid(weight, q, initial=0)
right_sum = left_sum[-1] - left_sum
between = (q >= -1) & (q <= width)
t_forward = trapezoid((np.exp(U) * left_sum)[between], q[between])
t_reverse = trapezoid((np.exp(U) * right_sum)[between], q[between])
rate_ratio = t_reverse / t_forward
Z_left = trapezoid(weight[q <= 0], q[q <= 0])
Z_right = trapezoid(weight[q >= 0], q[q >= 0])
free_ratio = Z_right / Z_left
energy_ratio = np.exp(depth)
# Finite barrier leaves corrections of order exp(-barrier).
assert abs(rate_ratio / free_ratio - 1) < 1e-3
assert abs(rate_ratio / energy_ratio - 1) > 0.2


# Three-atom repeating event: stationary state of the full rate matrix.
def cycle(x):
    n = 3
    release = n * x
    G = np.array([0.0, 0.7 - x, 0.3 - 2 * x, -release])
    B = np.array([4.0, 5.5 - x, 4.8 - 2 * x])
    W = np.zeros((n, n))
    up = np.exp(G[:-1] - B)
    down = np.exp(G[1:] - B)
    for i in range(n):
        j = (i + 1) % n
        W[j, i] += up[i]
        W[i, i] -= up[i]
        W[i, j] += down[i]
        W[j, j] -= down[i]
    system = np.vstack([W, np.ones(n)])
    p = np.linalg.lstsq(system, np.array([0, 0, 0, 1.0]), rcond=None)[0]
    flux = up[0] * p[0] - down[0] * p[1]
    prefactor = p[0] * np.exp(G[0]) / np.exp(B).sum()
    return flux, prefactor, p[0]


for x in (-0.3, 0.2, x0, 3.0):
    flux, prefactor, _ = cycle(x)
    assert abs(flux / (prefactor * -np.expm1(-3 * x)) - 1) < 1e-9
    assert abs(flux / (prefactor * -np.expm1(-x)) - 1) > 0.03
assert abs(cycle(0.0)[0]) < 1e-14
cycle_flux, cycle_pref, occ_driven = cycle(x0)
occ_equil = cycle(0.0)[2]
assert abs(occ_driven / occ_equil - 1) > 0.01

# Apparent activation energy by finite difference in 1/kT.
beta = 1 / kT
step = 1e-3
log_v = [np.log(velocity(1 / (kB * (beta + s)))) for s in (-step, step)]
E_numeric = -(log_v[1] - log_v[0]) / (2 * step)
E_app = H_act - dh / np.expm1(x0)
assert abs(E_numeric - E_app) < 1e-6

# Sizes of neglected effects.
orientation_ratio = 20.0              # rough (100)/(111) speed ratio
orientation_eV = kT * np.log(orientation_ratio)

# Charged-defect enhancement by boron, with Fermi statistics for holes.
holes, n_i, N_v = 1e20, 4e17, 1.3e20  # cm^-3, rough values near 600 C
charged_intrinsic = 0.01              # assumed charged/neutral ratio


def hole_density(eta):
    # substitution energy = s^2 removes the square-root endpoint
    integral = quad(lambda s: 2 * s**2 / (1 + np.exp(s**2 - eta)), 0, 12)[0]
    return N_v * 2 / np.sqrt(np.pi) * integral


eta = brentq(lambda e: hole_density(e) - holes, -8, 8)
boost = (1 + charged_intrinsic * N_v * np.exp(eta) / n_i) \
    / (1 + charged_intrinsic)
boost_classical = (1 + charged_intrinsic * holes / n_i) \
    / (1 + charged_intrinsic)

extra = 0.04                          # unrelaxed amorphous excess, eV/atom
relax_fixed_barrier = -np.expm1(-x0 - extra / kT) / factor
relax_fixed_saddle = relax_fixed_barrier * np.exp(extra / kT)

gamma, radius = 0.4, 5e-9             # J/m^2, m; convex crystal cap
curve_eV = 2 * gamma * omega / radius / sc.e
curve_ratio = -np.expm1(-x0 + curve_eV / kT) / factor

wafer, conductivity = 0.7e-3, 40.0    # m, W/(m K)
heat_flux = v0 * dh * sc.e / omega
heating = heat_flux * wafer / conductivity
tunnelling = (sc.h * nu / (sc.k * T0))**2 / 24
temperature_ratio = velocity(T0 + 5) / velocity(T0)
roughness = np.sqrt(delta * layer * (kf + kr) / (kf - kr))

print("INPUTS (rough typical values for silicon)")
print(f"lattice parameter = {a*1e9:.4f} nm")
print(f"advance per atom delta = {delta*1e9:.4f} nm")
print(f"attempt frequency = {nu:.1e} 1/s")
print(f"activation enthalpy = {H_act:.2f} eV; entropy = {S_act:.1f} k")
print(f"dh = {dh:.2f} eV/atom; ds = {ds:.2f} k/atom")
print(f"temperature = {T0:.2f} K; kT = {kT:.5f} eV")
print("WORKED EXAMPLE")
print(f"dg = {x0*kT:.4f} eV/atom; dg/kT = {x0:.4f}")
print(f"forward rate = {kf:.3f} 1/s; reverse rate = {kr:.3f} 1/s")
print(f"factor 1-exp(-dg/kT) = {factor:.4f}")
print(f"forward-only speed = {delta*kf*1e9:.4f} nm/s")
print(f"net velocity = {v0*1e9:.4f} nm/s = {v0*6e11:.2f} angstrom/min")
print(f"linear law / full law = {x0/factor:.3f}")
for n in (2, 3):
    print(f"factor for {n}-atom event = {-np.expm1(-n*x0):.4f}")
print(f"apparent activation energy = {E_app:.4f} eV")
print(f"same by finite difference = {E_numeric:.4f} eV")
for celsius in (550, 600, 650):
    T = celsius + 273.15
    print(f"{celsius} C: factor {-np.expm1(-drive(T)):.4f}, "
          f"v {velocity(T)*1e9:.4f} nm/s, "
          f"100 nm in {layer/velocity(T):.1f} s")
print("TESTS (dimensionless)")
print(f"master-equation drift/forward rate = {drift:.6f}")
print(f"master-equation variance/(forward rate*time) = {spread:.6f}")
print(f"small-drive drift / Einstein value = "
      f"{drift_small/(diffusion*x_small):.5f}")
print(f"double well: barrier {barrier:.1f} kT, depth {depth:.1f} kT, "
      f"width ratio {width:.1f}")
print(f"first-passage rate ratio = {rate_ratio:.5f}")
print(f"free-energy ratio = {free_ratio:.5f}")
print(f"energy-only ratio = {energy_ratio:.5f}")
print(f"three-atom cycle: flux/prefactor = {cycle_flux/cycle_pref:.6f}")
print(f"start-state occupation: driven {occ_driven:.4f}, "
      f"equilibrium {occ_equil:.4f}")
print("NEGLECTED EFFECTS (estimates)")
print(f"orientation: speed ratio {orientation_ratio:.0f} (rough input), "
      f"equivalent barrier {orientation_eV:.3f} eV")
print(f"boron: holes {holes:.1e}, n_i {n_i:.1e}, N_v {N_v:.1e} cm^-3")
print(f"assumed intrinsic charged/neutral ratio = {charged_intrinsic:.2f}")
print(f"boron speed ratio = {boost:.2f}; without degeneracy = "
      f"{boost_classical:.2f}")
print(f"unrelaxed excess = {extra:.2f} eV/atom")
print(f"speed ratio: fixed barrier {relax_fixed_barrier:.3f}, "
      f"fixed saddle {relax_fixed_saddle:.3f}")
print(f"curvature: radius {radius*1e9:.0f} nm, interface energy "
      f"{gamma:.1f} J/m^2")
print(f"curvature cost = {curve_eV:.4f} eV/atom; speed ratio = "
      f"{curve_ratio:.3f}")
print(f"wafer = {wafer*1e3:.1f} mm; conductivity = "
      f"{conductivity:.0f} W/(m K)")
print(f"latent heat flux = {heat_flux:.3f} W/m^2; heating = {heating:.2e} K")
print(f"leading tunnelling correction = {100*tunnelling:.2f} percent")
print(f"speed ratio for +5 K = {temperature_ratio:.3f}")
print(f"independent-site roughness after 100 nm = {roughness*1e9:.2f} nm")
print("checks complete")
```

Output:

```
INPUTS (rough typical values for silicon)
lattice parameter = 0.5431 nm
advance per atom delta = 0.1358 nm
attempt frequency = 1.0e+13 1/s
activation enthalpy = 2.70 eV; entropy = 8.0 k
dh = 0.12 eV/atom; ds = 0.20 k/atom
temperature = 873.15 K; kT = 0.07524 eV
WORKED EXAMPLE
dg = 0.1050 eV/atom; dg/kT = 1.3948
forward rate = 7.764 1/s; reverse rate = 1.924 1/s
factor 1-exp(-dg/kT) = 0.7521
forward-only speed = 1.0542 nm/s
net velocity = 0.7929 nm/s = 475.73 angstrom/min
linear law / full law = 1.855
factor for 2-atom event = 0.9386
factor for 3-atom event = 0.9848
apparent activation energy = 2.6605 eV
same by finite difference = 2.6605 eV
550 C: factor 0.7750, v 0.0924 nm/s, 100 nm in 1082.4 s
600 C: factor 0.7521, v 0.7929 nm/s, 100 nm in 126.1 s
650 C: factor 0.7298, v 5.3725 nm/s, 100 nm in 18.6 s
TESTS (dimensionless)
master-equation drift/forward rate = 0.752129
master-equation variance/(forward rate*time) = 1.247871
small-drive drift / Einstein value = 0.99502
double well: barrier 12.0 kT, depth 0.8 kT, width ratio 1.8
first-passage rate ratio = 3.87408
free-energy ratio = 3.87412
energy-only ratio = 2.22554
three-atom cycle: flux/prefactor = 0.984771
start-state occupation: driven 0.3299, equilibrium 0.4469
NEGLECTED EFFECTS (estimates)
orientation: speed ratio 20 (rough input), equivalent barrier 0.225 eV
boron: holes 1.0e+20, n_i 4.0e+17, N_v 1.3e+20 cm^-3
assumed intrinsic charged/neutral ratio = 0.01
boron speed ratio = 4.23; without degeneracy = 3.47
unrelaxed excess = 0.04 eV/atom
speed ratio: fixed barrier 1.136, fixed saddle 1.933
curvature: radius 5 nm, interface energy 0.4 J/m^2
curvature cost = 0.0200 eV/atom; speed ratio = 0.900
wafer = 0.7 mm; conductivity = 40 W/(m K)
latent heat flux = 0.761 W/m^2; heating = 1.33e-05 K
leading tunnelling correction = 1.26 percent
speed ratio for +5 K = 1.223
independent-site roughness after 100 nm = 4.75 nm
checks complete
```
